# Why two electronic levels need two conditions to cross: test program

```python
"""Level crossings of real symmetric Hamiltonians.
Result under test: a degeneracy of two levels needs two conditions, and near it
  E(+/-) = E0 + s.x +/- sqrt((g.x)^2 + (h.x)^2),
x = displacement from the degeneracy, s = mean diagonal derivative,
g = half difference of diagonal derivatives, h = off-diagonal derivative,
all taken between the two degenerate states. With a single parameter (a diatomic)
levels of equal symmetry generically avoid each other; others may cross.
Hartree atomic units throughout."""
import numpy as np
from numpy.polynomial import laguerre, legendre
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto
from pyscf.fci import direct_spin1


# ---------- dimension of the set of matrices with given level pattern ----------
def set_dimension(levels, hermitian):
    """Rank of the map (rotations, distinct levels) -> matrix, by differences."""
    levels = np.array(levels, float)
    n, eps = len(levels), 1e-4
    generators = []
    for i in range(n):
        for j in range(i):
            k = np.zeros((n, n), complex)
            k[i, j], k[j, i] = 1, -1
            generators.append(k)
            if hermitian:
                k = np.zeros((n, n), complex)
                k[i, j] = k[j, i] = 1j
                generators.append(k)
    d = np.diag(levels)
    changes = [np.diag((levels == v).astype(complex)) for v in np.unique(levels)]
    for k in generators:
        up, down = expm(eps * k), expm(-eps * k)
        changes.append((up @ d @ down - down @ d @ up) / (2 * eps))
    rows = [np.concatenate([m.real.ravel(), m.imag.ravel()]) for m in changes]
    return np.linalg.matrix_rank(np.array(rows), tol=1e-5)


print("Dimensions: all matrices / matrices with one double level")
for n in range(2, 6):
    simple = [1.0 + 0.7 * i for i in range(n)]
    double = [simple[0]] + simple[:-1]
    dims = [set_dimension(lv, c) for c in (False, True) for lv in (simple, double)]
    assert dims[0] == n * (n + 1) // 2 and dims[2] == n * n
    assert dims[0] - dims[1] == 2 and dims[2] - dims[3] == 3
    print(f"  n={n}: real symmetric {dims[0]} / {dims[1]}, Hermitian {dims[2]} / {dims[3]}")


# ---------- H3: full CI matrix in a smooth orthonormal determinant basis ----------
def h3_matrix(q, field):
    """q = (a, x, y): atoms at (-a/2,0), (a/2,0), (x,y); field = in-plane vector."""
    a, x, y = q
    atoms = np.array([[-a / 2, 0, 0], [a / 2, 0, 0], [x, y, 0]])
    mol = gto.M(atom=[["H", tuple(r)] for r in atoms], unit="Bohr",
                basis="6-31g", spin=1, verbose=0)
    f3 = np.array([field[0], field[1], 0.0])
    w, v = np.linalg.eigh(mol.intor("int1e_ovlp"))
    orb = (v / np.sqrt(w)) @ v.T
    one = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    one = one + np.einsum("i,ipq->pq", f3, mol.intor("int1e_r"))
    one = orb @ one @ orb
    two = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    orb, orb, orb, orb, optimize=True)
    address, block = direct_spin1.pspace(one, two, len(orb), (2, 1), np=400)
    full = np.zeros_like(block)
    full[np.ix_(address, address)] = block
    constant = mol.energy_nuc() - f3 @ atoms.sum(axis=0)
    return full + constant * np.eye(len(full))


def derivatives(q, field, step=1e-3):
    result = []
    for k in range(3):
        e = np.zeros(3)
        e[k] = step
        result.append((h3_matrix(q + e, field) - h3_matrix(q - e, field)) / (2 * step))
    return result


def sgh(matrices, pair):
    m = np.array([pair.T @ d @ pair for d in matrices])
    return (m[:, 0, 0] + m[:, 1, 1]) / 2, (m[:, 0, 0] - m[:, 1, 1]) / 2, m[:, 0, 1]


def gap_h3(q, field):
    e = np.linalg.eigvalsh(h3_matrix(q, field))
    return e[1] - e[0]


def find_intersection(a, start, field):
    """Solve the two linearized degeneracy conditions repeatedly at fixed a."""
    q = np.array([a, start[0], start[1]])
    for _ in range(10):
        e, u = np.linalg.eigh(h3_matrix(q, field))
        if e[1] - e[0] < 1e-11:
            break
        _, g, h = sgh(derivatives(q, field), u[:, :2])
        q[1:] += np.linalg.solve(np.array([g[1:], h[1:]]), [(e[1] - e[0]) / 2, 0])
    return q


side = 2.0
no_field = np.zeros(2)
equilateral = np.array([side, 0.0, side * np.sqrt(3) / 2])
e, u = np.linalg.eigh(h3_matrix(equilateral, no_field))
s, g, h = sgh(derivatives(equilateral, no_field), u[:, :2])
slope = np.linalg.norm(g[1:])
assert e[1] - e[0] < 1e-9 and e[2] - e[1] > 0.01
assert abs(np.linalg.norm(h[1:]) - slope) < 1e-4 * slope
assert abs(g[1:] @ h[1:]) < 1e-4 * slope**2 and abs(s[1]) < 1e-5
print("H3, full CI / 6-31G, equilateral, no field")
print(f"  side a = {side:.3f} bohr, third atom at y = {equilateral[2]:.5f} bohr")
print(f"  degenerate energy E0 = {e[0]:.6f} hartree, splitting = {e[1]-e[0]:.1e} hartree")
print(f"  next level above the pair by {e[2]-e[1]:.5f} hartree")
print(f"  |g| = {slope:.6f}, |h| = {np.linalg.norm(h[1:]):.6f} hartree/bohr (third atom)")
print(f"  tilt s_x = {s[1]:.1e}, s_y = {s[2]:.6f} hartree/bohr")

field = np.array([0.010, 0.005])
gap_old = gap_h3(equilateral, field)
q0 = find_intersection(side, equilateral[1:], field)
e, u = np.linalg.eigh(h3_matrix(q0, field))
e0, pair = e[0], u[:, :2]
d_matrices = derivatives(q0, field)
s, g, h = sgh(d_matrices, pair)
left = np.hypot(q0[1] + side / 2, q0[2])
right = np.hypot(q0[1] - side / 2, q0[2])
assert e[1] - e[0] < 1e-9 and gap_old > 1e-5
assert min(abs(left - right), abs(left - side), abs(right - side)) > 1e-4
print(f"H3 in electric field ({field[0]:.3f}, {field[1]:.3f}) atomic units")
print(f"  gap at the equilateral point = {gap_old:.6f} hartree")
print(f"  intersection found at x = {q0[1]:.6f}, y = {q0[2]:.6f} bohr")
print(f"  sides = {side:.5f}, {left:.5f}, {right:.5f} bohr")
print(f"  E0 = {e0:.6f} hartree, splitting there = {e[1]-e[0]:.1e} hartree")


# exact two-level matrix in a smooth frame, compared with projected derivatives
def two_level_matrix(q):
    ev, vec = np.linalg.eigh(h3_matrix(q, field))
    left_v, _, right_v = np.linalg.svd(pair.T @ vec[:, :2])
    rot = left_v @ right_v
    return rot @ np.diag(ev[:2]) @ rot.T


worst = 0.0
for k in range(3):
    shift = np.zeros(3)
    shift[k] = 1e-3
    dw = (two_level_matrix(q0 + shift) - two_level_matrix(q0 - shift)) / 2e-3
    worst = max(worst, np.abs(dw - pair.T @ d_matrices[k] @ pair).max())
assert worst < 1e-5
print(f"  two-level derivative, exact minus projected: {worst:.1e} hartree/bohr")

# cone energies against full diagonalization, in random directions of (a, x, y)
rng = np.random.default_rng(4)
directions = rng.normal(size=(12, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
errors = []
for radius in (0.02, 0.01):
    deviation = 0.0
    for unit in directions:
        x = radius * unit
        exact = np.linalg.eigvalsh(h3_matrix(q0 + x, field))[:2]
        root = np.hypot(g @ x, h @ x)
        cone = e0 + s @ x + np.array([-root, root])
        deviation = max(deviation, np.abs(exact - cone).max())
    errors.append(deviation)
    print(f"  largest cone error at distance {radius:.2f} bohr: {deviation:.3e} hartree")
assert 3.4 < errors[0] / errors[1] < 4.6
print(f"  ratio of the two errors = {errors[0]/errors[1]:.3f}")

# seam: follow the intersection as a changes
da = 0.02
seam_up = find_intersection(side + da, q0[1:], field)
seam_down = find_intersection(side - da, q0[1:], field)
assert gap_h3(seam_up, field) < 1e-9 and gap_h3(seam_down, field) < 1e-9
tangent = (seam_up - seam_down) / (2 * da)
t_unit = tangent / np.linalg.norm(tangent)
cosines = [abs(v @ t_unit) / np.linalg.norm(v) for v in (g, h)]
assert max(cosines) < 2e-3
print(f"  seam tangent (da,dx,dy) = (1, {tangent[1]:.5f}, {tangent[2]:.5f})")
print(f"  |cosine| of tangent with g, h: {cosines[0]:.1e}, {cosines[1]:.1e}")

# orthogonalize g and h in the plane of the third atom by rotating the two states
g2, h2 = g[1:], h[1:]
theta = np.arctan2(2 * g2 @ h2, g2 @ g2 - h2 @ h2) / 4
rotated = pair @ np.array([[np.cos(theta), -np.sin(theta)],
                           [np.sin(theta), np.cos(theta)]])
_, g_rot, h_rot = sgh(d_matrices, rotated)
g_new, h_new = g_rot[1:], h_rot[1:]
formula = g2 * np.cos(2 * theta) + h2 * np.sin(2 * theta)
assert np.allclose(g_new, formula, atol=1e-9) and abs(g_new @ h_new) < 1e-9
g_len, h_len = np.linalg.norm(g_new), np.linalg.norm(h_new)
print(f"  orthogonalized g = ({g_new[0]:.6f}, {g_new[1]:.6f}) hartree/bohr")
print(f"  orthogonalized h = ({h_new[0]:.6f}, {h_new[1]:.6f}) hartree/bohr")
print(f"  lengths |g| = {g_len:.6f}, |h| = {h_len:.6f} hartree/bohr")

# straight path that misses the intersection
miss = 0.01


def path_gap(t):
    plane = miss * h_new / h_len + t * g_new / g_len
    return gap_h3(q0 + np.array([0, plane[0], plane[1]]), field)


smallest = minimize_scalar(path_gap, bounds=(-0.05, 0.05), method="bounded").fun
assert abs(smallest / (2 * miss * h_len) - 1) < 0.05
print(f"  path missing by {miss:.3f} bohr: minimum gap {smallest:.6f} hartree")
print(f"  predicted 2 b |h| = {2*miss*h_len:.6f} hartree")


# ---------- one electron and two protons in prolate spheroidal coordinates ----------
def two_center(R, lam, c, n_xi=12, n_eta=7):
    """Levels even in eta: lam=0 sigma_g, lam=1 pi_u. Electronic energy only.
    Added model potential: -c (exp(-r1) + exp(-r2))."""
    half, alpha = R / 2, 1.1 * R / 2
    t, wt = laguerre.laggauss(40)
    xi, wx = 1 + t / (2 * alpha), wt / (2 * alpha)
    eta, we = legendre.leggauss(40)
    cx = np.eye(n_xi)
    u = laguerre.lagval(t, cx)
    du = 2 * alpha * (laguerre.lagval(t, laguerre.lagder(cx)) - u / 2)
    ce = np.eye(2 * n_eta)[:, ::2]
    v = legendre.legval(eta, ce)
    dv = legendre.legval(eta, legendre.legder(ce))
    p, r = xi**2 - 1, 1 - eta**2

    def xi_int(f):
        return (u * (wx * p**lam * f)) @ u.T

    def eta_int(f):
        return (v * (we * r**lam * f)) @ v.T

    if lam == 0:
        kin_x, kin_e = (du * (wx * p)) @ du.T, (dv * (we * r)) @ dv.T
    else:
        fx, fe = xi * u + p * du, -eta * v + r * dv
        kin_x = (fx * wx) @ fx.T + (u * wx) @ u.T
        kin_e = (fe * we) @ fe.T + (v * we) @ v.T
    x0, n0 = xi_int(1.0), eta_int(1.0)
    ham = half / 2 * (np.kron(kin_x, n0) + np.kron(x0, kin_e))
    ham = ham - 2 * half**2 * np.kron(xi_int(xi), n0)
    overlap = half**3 * (np.kron(xi_int(xi**2), n0) - np.kron(x0, eta_int(eta**2)))
    decay, wave = np.exp(-half * xi), np.cosh(half * eta)
    core = -2 * half**3 * (np.kron(xi_int(xi**2 * decay), eta_int(wave))
                           - np.kron(xi_int(decay), eta_int(eta**2 * wave)))
    levels, vectors = eigh(ham + c * core, overlap)
    return levels, vectors, core


# independent check of the solver with Gaussian functions (variational upper bounds)
mol = gto.M(atom="H 0 0 -1; H 0 0 1", unit="Bohr", basis="aug-cc-pvqz",
            charge=1, spin=1, verbose=0)
core_h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
ovlp = mol.intor("int1e_ovlp")
pi_set = [i for i, l in enumerate(mol.ao_labels()) if "px" in l or "dxz" in l]
pick = np.ix_(pi_set, pi_set)
gauss = [eigh(core_h, ovlp)[0][0], eigh(core_h[pick], ovlp[pick])[0][0]]
spheroidal = [two_center(2.0, lam, 0.0)[0][0] for lam in (0, 1)]
assert -1e-6 < gauss[0] - spheroidal[0] < 2e-3
assert -1e-6 < gauss[1] - spheroidal[1] < 1e-2
print("H2+ electronic energies (no nuclear repulsion), R = 2 bohr")
for name, a_val, b_val in zip(("lowest sigma_g", "lowest pi_u"), spheroidal, gauss):
    print(f"  {name}: spheroidal {a_val:.6f}, Gaussian {b_val:.6f} hartree")


def sigma_gap(R, c):
    levels = two_center(R, 0, c)[0]
    return levels[2] - levels[1]


def closest_approach(c):
    grid = np.arange(2.0, 7.01, 0.25)
    best = grid[np.argmin([sigma_gap(R, c) for R in grid])]
    found = minimize_scalar(sigma_gap, args=(c,), bounds=(best - 0.25, best + 0.25),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, found.fun


def sigma_minus_pi(R, c):
    return two_center(R, 0, c)[0][1] - two_center(R, 1, c)[0][0]


strength = 0.02
r_cross, gap_cross = closest_approach(0.0)
r_avoid, gap_avoid = closest_approach(strength)
linear_ratio = sigma_gap(r_cross + 0.05, 0.0) / sigma_gap(r_cross + 0.025, 0.0)
couplings = []
for R in (r_cross - 0.02, r_cross + 0.02):
    _, vec, core = two_center(R, 0, 0.0)
    couplings.append(abs(vec[:, 1] @ core @ vec[:, 2]))
predicted = 2 * strength * np.mean(couplings)
assert gap_cross < 1e-6 and 1.9 < linear_ratio < 2.1
assert gap_avoid > 1e-5 and abs(gap_avoid / predicted - 1) < 0.05
print("Second and third sigma_g levels (equal ordinary symmetry)")
print(f"  c = 0: cross at R = {r_cross:.5f} bohr, gap {gap_cross:.1e} hartree")
print(f"  energy at the crossing = {two_center(r_cross, 0, 0.0)[0][1]:.6f} hartree")
print(f"  gap ratio at distances 0.05 and 0.025 bohr = {linear_ratio:.4f}")
print(f"  c = {strength:.2f} hartree: minimum gap {gap_avoid:.6f} hartree at R = {r_avoid:.5f} bohr")
print(f"  first-order prediction 2|V12| = {predicted:.6f} hartree")
print("Second sigma_g and lowest pi_u levels (different symmetry)")
for c in (0.0, strength):
    ends = [sigma_minus_pi(R, c) for R in (2.0, 8.0)]
    assert ends[0] > 0 > ends[1]
    root = brentq(sigma_minus_pi, 2.0, 8.0, args=(c,), xtol=1e-10)
    assert abs(sigma_minus_pi(root, c)) < 1e-8
    print(f"  c = {c:.2f} hartree: cross at R = {root:.5f} bohr;"
          f" sigma-pi at 2, 8 bohr: {ends[0]:.5f}, {ends[1]:.5f} hartree")

print("all tests passed")
```

Running it gives:

```
Dimensions: all matrices / matrices with one double level
  n=2: real symmetric 3 / 1, Hermitian 4 / 1
  n=3: real symmetric 6 / 4, Hermitian 9 / 6
  n=4: real symmetric 10 / 8, Hermitian 16 / 13
  n=5: real symmetric 15 / 13, Hermitian 25 / 22
H3, full CI / 6-31G, equilateral, no field
  side a = 2.000 bohr, third atom at y = 1.73205 bohr
  degenerate energy E0 = -1.519703 hartree, splitting = 1.6e-15 hartree
  next level above the pair by 0.29715 hartree
  |g| = 0.090920, |h| = 0.090920 hartree/bohr (third atom)
  tilt s_x = -8.3e-13, s_y = -0.014265 hartree/bohr
H3 in electric field (0.010, 0.005) atomic units
  gap at the equilateral point = 0.007351 hartree
  intersection found at x = -0.036180, y = 1.748957 bohr
  sides = 2.00000, 1.99695, 2.03286 bohr
  E0 = -1.520364 hartree, splitting there = 1.8e-15 hartree
  two-level derivative, exact minus projected: 5.9e-08 hartree/bohr
  largest cone error at distance 0.02 bohr: 2.284e-05 hartree
  largest cone error at distance 0.01 bohr: 5.683e-06 hartree
  ratio of the two errors = 4.020
  seam tangent (da,dx,dy) = (1, -0.00451, 0.86814)
  |cosine| of tangent with g, h: 6.0e-07, 1.7e-08
  orthogonalized g = (0.064648, -0.064835) hartree/bohr
  orthogonalized h = (0.062584, 0.062403) hartree/bohr
  lengths |g| = 0.091558, |h| = 0.088379 hartree/bohr
  path missing by 0.010 bohr: minimum gap 0.001763 hartree
  predicted 2 b |h| = 0.001768 hartree
H2+ electronic energies (no nuclear repulsion), R = 2 bohr
  lowest sigma_g: spheroidal -1.102634, Gaussian -1.102535 hartree
  lowest pi_u: spheroidal -0.428772, Gaussian -0.428099 hartree
Second and third sigma_g levels (equal ordinary symmetry)
  c = 0: cross at R = 4.05352 bohr, gap 1.1e-09 hartree
  energy at the crossing = -0.287123 hartree
  gap ratio at distances 0.05 and 0.025 bohr = 1.9917
  c = 0.02 hartree: minimum gap 0.000360 hartree at R = 4.02685 bohr
  first-order prediction 2|V12| = 0.000352 hartree
Second sigma_g and lowest pi_u levels (different symmetry)
  c = 0.00 hartree: cross at R = 5.42798 bohr; sigma-pi at 2, 8 bohr: 0.06791, -0.03900 hartree
  c = 0.02 hartree: cross at R = 5.39247 bohr; sigma-pi at 2, 8 bohr: 0.06923, -0.03953 hartree
all tests passed
```
